# The Onodera–Toyozawa exciton doublet of a p hole in cubic insulators

Take a p hole with a spin-orbit splitting of 1.0 eV, and an exciton singlet-triplet splitting of 0.2 eV. The two optical lines then share the squared dipole as 57% to 43%, a ratio of 1.33. Counting hole states (four with \(j=3/2\), two with \(j=1/2\)) suggests 2. An exchange energy five times smaller than the spin-orbit splitting has removed two thirds of the amount by which the ratio exceeds 1.

## Result and conventions

The system is a cubic closed-shell insulator whose hole sits in an anion p shell and whose excited electron is s-like, as in alkali halides. There is one anion per primitive cell, on a site of cubic symmetry. Three energies enter:

- \(\lambda>0\), the cost of a \(j=1/2\) hole relative to a \(j=3/2\) hole;
- \(\Delta\), the singlet-triplet splitting without spin-orbit coupling;
- \(E_0\), the triplet energy without spin-orbit coupling.

The bright levels and their shares of the squared dipole are

\[
E_\pm=E_0+\tfrac12\left(\Delta+\tfrac{\lambda}{3}\right)\pm\tfrac12R,\qquad
R=\sqrt{\lambda^2-\tfrac23\lambda\Delta+\Delta^2},
\]
\[
I_\pm=\tfrac12\left[1\pm\frac{\Delta-\lambda/3}{R}\right].
\]

Formulas are in Hartree atomic units; the example uses eV. The model keeps one configuration, p⁵s, with the same orbital part for both hole levels. It omits spin-orbit coupling of the electron, phonons, the continuum, background screening and non-resonant terms, which couple the ground state to pairs of excitations.

## Exchange acts on the singlet alone

Let \(|0\rangle\) be the filled p⁶ shell, and let \(s^\dagger_\sigma\) and \(p_{i\sigma}\) create an s electron and remove a p electron, with \(i=x,y,z\). The twelve states \(s^\dagger_\sigma p_{i\tau}|0\rangle\) span the model. The interaction within the p⁵ shell is the same for all of them, because the six hole states are connected by cubic operations and spin rotations.

The interaction between the s electron and the p electrons is

\[
V_{sp}=\sum_{ij\sigma\tau}\left[(ss|p_ip_j)\,s^\dagger_\sigma p^\dagger_{i\tau}p_{j\tau}s_\sigma
+(sp_j|p_is)\,s^\dagger_\sigma p^\dagger_{i\tau}s_\tau p_{j\sigma}\right].
\]

Cubic symmetry makes both integrals diagonal: \((ss|p_ip_j)=J\delta_{ij}\) and \((sp_j|p_is)=K\delta_{ij}\). The first term counts one s electron and five p electrons, so it is the constant \(5J\). In the second, anticommutation gives

\[
s^\dagger_\sigma p^\dagger_{i\tau}s_\tau p_{i\sigma}
=-s^\dagger_\sigma p^\dagger_{i\tau}p_{i\sigma}s_\tau
=-\delta_{\sigma\tau}s^\dagger_\sigma s_\tau
+s^\dagger_\sigma p_{i\sigma}\,p^\dagger_{i\tau}s_\tau .
\]

Define the normalized singlet excitation \(D_i^\dagger=2^{-1/2}\sum_\sigma s^\dagger_\sigma p_{i\sigma}\). Summing over \(i,\sigma,\tau\) with one s electron present yields

\[
V_{sp}=5J-3K+2K\sum_i D_i^\dagger D_i .
\]

Within p⁵s, \(D_i\) leads back to \(|0\rangle\), so the last sum is the projector on the three singlet states \(D_i^\dagger|0\rangle\). They rise by \(2K\); the nine triplet states do not move. On a single site, therefore, \(\Delta=2K\). It is positive, since \(K\) is the electrostatic self-energy integral of the real density \(s\,p_i\).

Light couples to the same singlets. With \(d=\langle s|z|p_z\rangle\), the spin-independent dipole operator connects \(|0\rangle\) to \(D_z^\dagger|0\rangle\) with squared matrix element \(\mu^2=2d^2\), and to no triplet.

## Spin-orbit coupling of the hole

For a p electron the coupling is \(\zeta\,\mathbf l\cdot\mathbf s\), where \(\mathbf l\cdot\mathbf s\) equals \(1/2\) for \(j=3/2\) and \(-1\) for \(j=1/2\). The electron levels differ by \(3\zeta/2=\lambda\), hence \(\zeta=2\lambda/3\). The filled shell has zero total spin-orbit energy, so removing an electron of energy \(\varepsilon\) leaves \(-\varepsilon\). The hole keeps the value of \(j\), and

\[
H_{so}=-\tfrac{2\lambda}{3}\,\mathbf l\cdot\mathbf s_h:\qquad
j=\tfrac32\rightarrow-\tfrac{\lambda}{3},\qquad
j=\tfrac12\rightarrow+\tfrac{2\lambda}{3}.
\]

From here on \(J\) denotes the total angular momentum, no longer the Coulomb integral. Adding the electron spin to the hole gives \(J=2,1\) from \(j=3/2\) and \(J=1,0\) from \(j=1/2\). In the other coupling scheme the same states are \({}^1P_1\) and \({}^3P_{2,1,0}\). The \(J=2\) and \(J=0\) states each occur once. They are pure triplets, hence dark and untouched by exchange, at \(E_0-\lambda/3\) and \(E_0+2\lambda/3\).

The value \(J=1\) occurs twice. In the basis \(({}^1P_1,{}^3P_1)\) the matrix of \(\mathbf l\cdot\mathbf s_h\) follows from three facts.

1. The singlet diagonal element is zero, because a spin vector has no expectation value in a state of total spin zero.
2. The eigenvalues are \(1/2\) and \(-1\), so the trace is \(-1/2\), which is then the triplet diagonal element.
3. The determinant is \(-1/2=0\cdot(-1/2)-b^2\), so the off-diagonal element has magnitude \(b=1/\sqrt2\).

Multiplying by \(-2\lambda/3\), choosing the relative phase to make the off-diagonal element positive, and adding exchange gives

\[
H-E_0=\begin{pmatrix}\Delta&\sqrt2\lambda/3\\ \sqrt2\lambda/3&\lambda/3\end{pmatrix}.
\]

## Levels and intensities

The trace is \(\Delta+\lambda/3\) and the determinant is \(\Delta\lambda/3-2\lambda^2/9\). The squared separation of the eigenvalues is

\[
R^2=\left(\Delta+\tfrac{\lambda}{3}\right)^2-\tfrac{4\Delta\lambda}{3}+\tfrac{8\lambda^2}{9}
=\Delta^2-\tfrac23\lambda\Delta+\lambda^2 ,
\]

which gives \(E_\pm\). The share \(I_\pm\) is the singlet weight of each eigenstate. Completeness and the singlet diagonal element supply two equations:

\[
I_-+I_+=1,\qquad I_-(E_--E_0)+I_+(E_+-E_0)=\Delta .
\]

Eliminating \(I_-\) gives \(I_+R=\Delta-(E_--E_0)=\tfrac12(\Delta-\lambda/3)+\tfrac12R\), which is the stated share. The second equation also says that the dipole-weighted mean energy is \(E_0+\Delta\), whatever the spin-orbit coupling.

With \(t=\Delta-\lambda/3\), completing the square gives \(R^2=t^2+8\lambda^2/9\). Two consequences follow. At fixed \(\lambda\), the splitting is least at \(\Delta=\lambda/3\), where \(R=2\sqrt2\lambda/3\approx0.943\lambda\) and the lines are equally strong. And \(t/R\) increases steadily with \(\Delta/\lambda\), so the ratio \(I_-/I_+\) falls steadily.

In code, the form for \(I_-\) contains a cancellation when \(\lambda\ll\Delta\). Multiplying and dividing by \(R+t\) gives the stable expression for \(t>0\),

\[
I_-=\frac{R^2-t^2}{2R(R+t)}=\frac{4\lambda^2}{9R(R+t)} .
\]

## Why weak exchange has a large effect

At \(\Delta=0\) we have \(R=\lambda\), so \(I_-=2/3\) and \(I_+=1/3\). With suitable phases this means

\[
|{}^1P_1\rangle=\sqrt{\tfrac23}\,|\tfrac32\rangle+\sqrt{\tfrac13}\,|\tfrac12\rangle ,
\]

where the kets are the \(J=1\) states with definite hole \(j\). Exchange, \(\Delta|{}^1P_1\rangle\langle{}^1P_1|\), couples them by \(\sqrt2\Delta/3\). To first order the lower state is \(|\tfrac32\rangle-(\sqrt2\Delta/3\lambda)|\tfrac12\rangle\), and its share is

\[
I_-\approx\left(\sqrt{\tfrac23}-\frac{\sqrt2\Delta}{3\lambda}\sqrt{\tfrac13}\right)^2
\approx\frac23-\frac{4\Delta}{9\lambda}.
\]

The two dipole amplitudes subtract in the lower state and add in the upper one. The change is thus linear in \(\Delta\), although the admixed probability is quadratic. Since \(I_+\) gains what \(I_-\) loses, with \(x=\Delta/\lambda\),

\[
\frac{I_-}{I_+}\approx\frac{2(1-2x/3)}{1+4x/3}\approx2-4x .
\]

The coefficient 4 is what makes modest exchange conspicuous.

In the opposite limit, \(\lambda\ll\Delta\), the stable expression with \(R\approx t\approx\Delta\) gives \(I_-\approx2\lambda^2/(9\Delta^2)\). The upper line is then nearly the pure singlet, and the lower one is a triplet that borrows its intensity through spin-orbit coupling.

## From one site to the crystal

At wavevector \(\mathbf k\), excitations on all sites combine into Bloch sums. Spin-orbit coupling and \(2K\) act within a site and are unchanged. The Coulomb interaction also moves an excitation between sites, through

\[
2\,(s_{\mathbf R}p_{i\mathbf R}|s_{\mathbf R'}p_{j\mathbf R'})\,D^\dagger_{i\mathbf R}D_{j\mathbf R'} .
\]

The factor 2 arises as it did in \(2K\), and again only singlets take part. At distances where the site orbitals do not overlap, the leading term is the interaction of two dipoles, \(\mu^2(\delta_{ij}-3\hat R_i\hat R_j)/R^3\), with \(\mathbf R\) now the separation. Hopping of the electron or the hole by itself is neglected.

We take orbitals on different sites not to overlap and use this form for all pairs. It is then exact when the density \(s\,p_i\) is of pure \(l=1\) form; a cubic site also allows \(l=3,5,\dots\) parts, whose multipoles are neglected. In a Bloch sum the singlets then acquire the extra matrix \(\mu^2T_{ij}\), with \(T_{ij}=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}(\delta_{ij}-3\hat R_i\hat R_j)/R^3\). The lattice sum is needed for \(k\to0\), with the wavelength long compared with the lattice spacing but short compared with the crystal. Draw a sphere of radius \(a\) around one site, with \(a\) much larger than the spacing and \(ka\ll1\). Inside it the phases are all 1. The sum there is proportional to \(\delta_{ij}\) by cubic symmetry and has zero trace, so it vanishes. Outside, the sum becomes an integral with density \(1/v\), where \(v\) is the volume of the primitive cell, which holds one anion.

Take \(\mathbf k\) along \(z\). The angular factor of the \(zz\) element is \(1-3\cos^2\theta=-2P_2\), and the matching part of \(e^{ikz}\) is \(-5j_2(kr)P_2\). With \(\int P_2^2\,d\Omega=4\pi/5\),

\[
T_{zz}=\frac{8\pi}{v}\int_0^\infty\frac{j_2(x)}{x}\,dx=\frac{8\pi}{3v} .
\]

The integral is \(1/3\) because \(j_2/x=-\,d(j_1/x)/dx\), and \(j_1/x\) falls from \(1/3\) at the origin to zero at infinity. The trace of \(T\) is zero, so \(T_{xx}=T_{yy}=-4\pi/3v\). An Ewald summation for the fcc lattice confirms these values, with \(vT_{xx}=-4.18879\) and \(vT_{zz}=8.37758\).

With \(S=4\pi\mu^2/v\), the doublet formulas hold for each polarization with its own splitting:

\[
\Delta_T=2K-\tfrac{S}{3},\qquad \Delta_L=2K+\tfrac{2S}{3}=\Delta_T+S .
\]

Light is transverse, so the \(\Delta\) in the absorption intensities is \(\Delta_T\). Transfer lowers it but cannot make it negative, because \(K\) and \(S\) come from the same density \(s\,p_i\). With \(\rho_i(\mathbf q)\) the Fourier transform of that density, on-site exchange and transfer together are

\[
\Delta=\frac{8\pi}{v}\sum_{\mathbf G}\frac{|\rho_i(\mathbf k+\mathbf G)|^2}{|\mathbf k+\mathbf G|^2},
\]

where \(\mathbf G\) runs over the reciprocal lattice. No term is negative. For \(k\to0\) the term \(\mathbf G=0\) is \(S\) for longitudinal and zero for transverse polarization, and the other terms give \(\Delta_T>0\). The dipole ratio of the model therefore stays below 2. A negative value of \(2K-S/3\) means that the point-dipole form has been used where it fails: for orbitals that overlap, or for densities with higher multipoles that reach out to the faces and corners of the cell.

The longitudinal energies need no second diagonalization. From \((H_T+S|{}^1P_1\rangle\langle{}^1P_1|)\psi=\omega\psi\) one has \(\psi=-S(H_T-\omega)^{-1}|{}^1P_1\rangle\langle{}^1P_1|\psi\rangle\). Projecting on \({}^1P_1\) and dividing by \(\langle{}^1P_1|\psi\rangle\) gives

\[
1+S\left[\frac{I_-}{E_--\omega}+\frac{I_+}{E_+-\omega}\right]=0 ,
\]

with transverse energies and shares. The left side is the dielectric function of the model when only resonant terms are kept: each line contributes \(\mu^2I_\pm/[v(E_\pm-\omega)]\) to the polarizability per volume, and \(4\pi\) times this adds to 1.

## Worked example

The round parameters are \(E_0=7.0\), \(\lambda=1.0\), \(2K=0.4\) and \(S=0.6\) eV; they describe no particular material. Then \(\Delta_T=0.4-0.2=0.2\) eV and

\[
R=\sqrt{1.0-0.1333+0.04}=0.952\ \text{eV},\qquad
E_\pm=7.0+0.2667\pm0.4761\ \text{eV}.
\]

The lines lie at 6.791 eV (0.2495 hartree) and 7.743 eV (0.2845 hartree). Since \((\Delta_T-\lambda/3)/R=-0.140\), the shares are 0.570 and 0.430, with ratio 1.326. The first-order estimate, \(2-0.8=1.2\), is 9% below this value. The dark \(J=2\) level lies at 6.667 eV, below both bright lines.

Oscillator strengths contain a further factor of the transition energy. Their ratio is \(1.326\times6.791/7.743=1.163\). This factor matters even without exchange: lines at 6.667 and 7.667 eV with dipole ratio 2 would have an oscillator-strength ratio of 1.74. Measured oscillator strengths must therefore be divided by their energies before they are compared with \(I_\pm\). Line areas in the imaginary part of the dielectric function need no such division, because they are already proportional to the squared dipole.

The longitudinal levels are 7.041 and 8.093 eV, which are 0.250 and 0.350 eV above their transverse partners. The shifts add up to \(S\), as the trace requires, but the stronger line has the smaller shift. At this \(\lambda\) and \(\Delta_T\) that order holds only for \(S>2(\lambda/3-\Delta_T)=0.27\) eV. A background dielectric constant \(\varepsilon_b\) in place of the 1 in the dielectric function replaces \(S\) by \(S/\varepsilon_b\), and \(\varepsilon_b=2.5\) at the same transverse levels gives shifts of 0.122 and 0.118 eV, in the opposite order. First-order shifts \(SI_\pm\) would be 0.342 eV for the lower line and 0.258 eV for the upper. The same term also couples the two states, and the second-order repulsion \(S^2I_-I_+/R=0.093\) eV lowers one and raises the other, giving 0.249 and 0.351 eV. The closeness of these to the exact shifts is an accident of the example. With \(V^2=S^2I_-I_+\) and \(\delta=S(I_--I_+)\), expanding the exact repulsion \(\tfrac12\left[\sqrt{(R-\delta)^2+4V^2}-(R-\delta)\right]\) gives a third-order term \(V^2\delta/R^2=+0.008\) eV and a fourth-order term \((V^2\delta^2-V^4)/R^3=-0.008\) eV, which happen to cancel here.

Holding \(\Delta_T\) at 0.2 eV and changing \(\lambda\) isolates the role of spin-orbit coupling:

| \(\lambda\) (eV) | \(I_-\) | \(I_+\) | \(I_-/I_+\) |
|---|---|---|---|
| 2.0 | 0.620 | 0.380 | 1.63 |
| 1.0 | 0.570 | 0.430 | 1.33 |
| 0.6 | 0.500 | 0.500 | 1.00 |
| 0.2 | 0.211 | 0.789 | 0.27 |
| 0.1 | 0.065 | 0.935 | 0.07 |

Equality falls at \(\lambda=3\Delta_T\), as derived. At \(\lambda=0.1\) eV the limiting formula \(2\lambda^2/(9\Delta^2)\) gives 0.056 for the lower share, 14% below the full result. A lighter halide anion has weaker spin-orbit coupling, which moves the doublet down this table. In real crystals \(K\), \(\mu\) and \(v\) change as well, so the table is not a prediction for a series of compounds.

The parameters \(K\) and \(S\) cannot be chosen freely. Where the point-dipole form holds, \(\Delta_T=2K-S/3\) must be positive, so \(S\) must lie below \(6K\), which is 1.2 eV here. For densities confined to non-overlapping spheres of radius \(a\) the bound is tighter. The least self-energy at fixed dipole belongs to a \(\cos\theta\) surface charge, so \(K\ge d^2/a^3\), and \(S=8\pi d^2/v\) cannot exceed \(6K\) times the packing fraction \(4\pi a^3/3v\), which gives 0.89 eV for fcc. Orbitals with tails overlap somewhat already at the ratio \(S/2K=1.5\) of the example: for a Gaussian density \(s\,p_i\) on an fcc lattice the reciprocal-lattice sum gives \(\Delta_T=0.209\) eV in place of 0.200 eV. The numerical output also lists \(S=1.5\) eV, where the formulas give \(\Delta_T=-0.1\) eV and a dipole ratio of 2.43. That case tests only the algebra at negative \(\Delta\) and does not describe a crystal of this model. A measured dipole ratio above 2 would point to an effect the model omits.

## Extracting parameters, and where the model fails

Two measured quantities, the splitting \(R\) and the shares, fix both parameters. From the share formula, \(4I_-I_+=1-t^2/R^2=8\lambda^2/(9R^2)\) and \(I_--I_+=-t/R\), so

\[
\lambda=\frac{3}{\sqrt2}\,R\sqrt{I_-I_+},\qquad
\Delta=\frac{\lambda}{3}-R\,(I_--I_+).
\]

For the example, \(\lambda=2.121\times0.952\times0.495=1.00\) eV and \(\Delta=0.333-0.952\times0.140=0.20\) eV. Identifying \(R\) itself with \(\lambda\) would give a value 5% too small here.

The extraction assumes that the two lines contain all the strength of one common singlet. This fails when the hole levels bind electrons with different envelopes, when d-like conduction states mix in, or when higher members of the lower series overlap the upper line. It is also less certain when the upper exciton lies in the continuum of the \(j=3/2\) hole, because the model gives that line no width and leaves out the continuum's own absorption. For an exciton extended over several cells, \(\Delta\) is an effective parameter, and the site formulas for \(K\) and \(S\) no longer determine it.

The level and share formulas were tested against diagonalization of all twelve states, with the exchange operator built from computed Coulomb integrals and scaled to the chosen splitting. The numerical output below lists the main values.

## Computed values

```
Gaussian model: K = 0.134959 hartree
Gaussian model: singlet-triplet gap = 0.269917 hartree
Gaussian model: mu^2 = 1.41833 atomic units
Transfer at 20 bohr, dipoles along axis = -3.5458e-04 hartree
Transfer at 20 bohr, dipoles across axis = 1.7729e-04 hartree
fcc dipole sum times v, transverse = -4.18879 (no unit)
fcc dipole sum times v, longitudinal = 8.37758 (no unit)
Ratio lower/upper at zero exchange = 2.00000
Slope of ratio against D/lam at zero = -4.0000
Least splitting / lam = 0.94281 at D/lam = 0.3333
Example input: E0 = 7.0 eV, lam = 1.0 eV
Example input: 2K = 0.4 eV, S = 0.6 eV
Transverse D = 0.2000 eV, longitudinal D = 0.8000 eV
Dark J=2 level = 6.6667 eV, J=0 level = 7.6667 eV
Transverse lower: E = 6.7906 eV = 0.24955 hartree, share = 0.5700
Transverse upper: E = 7.7428 eV = 0.28454 hartree, share = 0.4300
Transverse splitting R = 0.9522 eV
Squared-dipole ratio lower/upper = 1.3257
Oscillator-strength ratio lower/upper = 1.1626
First-order estimate of dipole ratio = 1.2000
Mean bright energy = 7.2000 eV
Longitudinal energies = 7.0407 and 8.0927 eV
Zeros of dielectric function = 7.0407 and 8.0927 eV
Scan at the same transverse D (lam, E-, E+ in eV; shares; ratio):
  lam 2.0: 6.4621 8.4046; 0.6201 0.3799; 1.6324
  lam 1.0: 6.7906 7.7428; 0.5700 0.4300; 1.3257
  lam 0.8: 6.8547 7.6119; 0.5440 0.4560; 1.1931
  lam 0.6: 6.9172 7.4828; 0.5000 0.5000; 1.0000
  lam 0.4: 6.9752 7.3582; 0.4130 0.5870; 0.7035
  lam 0.2: 7.0179 7.2488; 0.2113 0.7887; 0.2679
  lam 0.1: 7.0209 7.2124; 0.0648 0.9352; 0.0693
Strong transfer, S = 1.5 eV: D = -0.1000 eV
Strong transfer: E- = 6.5979 eV, E+ = 7.6355 eV
Strong transfer: dipole ratio lower/upper = 2.4342
```
